# Single and double jumps from the cumulants of adatom displacement: test program

```python
"""Result under test: an adatom on a one-dimensional channel makes jumps of
+-1 site (rate r1 in each direction) and +-2 sites (rate r2 in each direction).
From the cumulants c2, c4 of its displacement x (in sites) after time t,
    r2 = (c4 - c2)/(24 t),    r1 = (4 c2 - c4)/(6 t).
The displacement distribution is computed from the master equation and from
an event-by-event simulation, neither of which uses these formulas.
Rates are in 1/s, times in s, energies in eV, temperatures in K."""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

HALF = 30                                   # half width of the site window


def generator(n, jumps, closed=False):
    """Rate matrix M[to, from]; closed ends forbid jumps out of the window."""
    m = np.zeros((n, n))
    for length, rate in jumps.items():
        m += rate * np.eye(n, k=-length)
    loss = m.sum(axis=0) if closed else sum(jumps.values()) * np.ones(n)
    return m - np.diag(loss)


def symmetric(*rates):
    jumps = {}
    for length, rate in enumerate(rates, start=1):
        jumps[length] = rate
        jumps[-length] = rate
    return jumps


def distribution(jumps, time, half=HALF):
    p = expm(generator(2 * half + 1, jumps) * time)[:, half]
    assert abs(p.sum() - 1) < 1e-10         # nothing leaves the window
    return np.arange(-half, half + 1.0), p


def cumulants(x, p):
    d = x - np.sum(p * x)
    m2, m3, m4, m6 = [np.sum(p * d**n) for n in (2, 3, 4, 6)]
    return m2, m4 - 3*m2**2, m6 - 15*m4*m2 - 10*m3**2 + 30*m2**3


def recover(c2, c4, time):
    return (4*c2 - c4) / (6*time), (c4 - c2) / (24*time)


# Symbolic road: integrate the equations of motion of the moments.
s1, s2, ts, xs = sp.symbols("s1 s2 t x", positive=True)


def moment_rate(order):
    return sp.expand(sum(rate * ((xs + step)**order - xs**order)
                         for step, rate in ((1, s1), (-1, s1), (2, s2), (-2, s2))))


m2_sym = sp.integrate(moment_rate(2), (ts, 0, ts))
poly4 = sp.Poly(moment_rate(4), xs)
assert poly4.coeff_monomial(xs) == 0 and poly4.coeff_monomial(xs**3) == 0
m4_sym = sp.integrate(sp.expand(poly4.coeff_monomial(xs**2) * m2_sym
                                + poly4.coeff_monomial(1)), (ts, 0, ts))
c4_sym = sp.expand(m4_sym - 3*m2_sym**2)
rec1, rec2 = recover(m2_sym, c4_sym, ts)
assert sp.simplify(rec1 - s1) == 0 and sp.simplify(rec2 - s2) == 0

# Worked example: chosen rates, master equation, recovery.
r1, r2, t = 0.1, 0.005, 5.0
x, p = distribution(symmetric(r1, r2), t)
c2, c4, c6 = cumulants(x, p)
got1, got2 = recover(c2, c4, t)
assert abs(got1 - r1) < 1e-7 and abs(got2 - r2) < 1e-7
xw, pw = distribution(symmetric(r1, r2), t, half=40)
window_shift = abs(recover(*cumulants(xw, pw)[:2], t)[1] - got2)
assert window_shift < 1e-7
raw4 = np.sum(p * x**4)
wrong2 = (raw4 - c2) / (24*t)
assert wrong2 > 2*r2                        # raw moment must not be used

# Limits: only single jumps, only double jumps; and another hold time.
only1 = cumulants(*distribution(symmetric(r1, 0.0), t))
only2 = cumulants(*distribution(symmetric(0.0, r1), t))
assert abs(only1[1] - only1[0]) < 1e-6
assert abs(only2[1] - 4*only2[0]) < 1e-5
late = recover(*cumulants(*distribution(symmetric(r1, r2), 12.0))[:2], 12.0)
assert np.allclose(late, (r1, r2), atol=1e-7)

# Drift: the direction averages are recovered.
drift = {1: 0.13, -1: 0.07, 2: 0.008, -2: 0.002}
drift_got = recover(*cumulants(*distribution(drift, t))[:2], t)
assert np.allclose(drift_got, ((0.13 + 0.07)/2, (0.008 + 0.002)/2), atol=1e-7)

# Triple jumps, with r3/r2 taken equal to r2/r1.
r3 = r2**2 / r1
k2, k4, k6 = cumulants(*distribution(symmetric(r1, r2, r3), t))
tri1, tri2 = recover(k2, k4, t)
tri3 = (k6 - 5*k4 + 4*k2) / (720*t)
assert abs(tri2 - (r2 + 6*r3)) < 1e-7 and abs(tri1 - (r1 - 15*r3)) < 1e-7
assert abs(tri3 - r3) < 1e-7


# Sampling error of the recovered rates for independent observations.
def single_errors(time):
    """Standard errors of r1 and r2, times the root of the sample size."""
    y, q = distribution(symmetric(r1, r2), time)
    v = np.sum(q * y**2)
    g1 = ((4 + 6*v)*y**2 - y**4) / (6*time)
    g2 = (y**4 - (6*v + 1)*y**2) / (24*time)
    return [np.sqrt(np.sum(q*g**2) - np.sum(q*g)**2) for g in (g1, g2)]


n_obs, n_batches = 2000, 500
e1, e2 = single_errors(t)
se1, se2 = e1/np.sqrt(n_obs), e2/np.sqrt(n_obs)
best = minimize_scalar(lambda u: single_errors(u)[1], bounds=(0.2, 20.0),
                       method="bounded")
assert 0.3 < best.x < 19 and best.fun <= e2*(1 + 1e-6)

# Best possible error from the full histogram (Fisher information).
step = 1e-5
slopes = []
for a, b in ((step, 0.0), (0.0, step)):
    up = distribution(symmetric(r1 + a, r2 + b), t)[1]
    down = distribution(symmetric(r1 - a, r2 - b), t)[1]
    slopes.append((up - down) / (2*step))
keep = p > 1e-12
fisher = np.array([[np.sum(u[keep]*v[keep]/p[keep]) for u in slopes]
                   for v in slopes])
e2_hist = np.sqrt(np.linalg.inv(fisher)[1, 1])
assert e2_hist < e2

# Event-by-event simulation with exponential waiting times.
rng = np.random.default_rng(12345)
walkers = n_obs * n_batches
place = np.zeros(walkers)
total_rate = 2*(r1 + r2)
active = np.arange(walkers)
clock = rng.exponential(1/total_rate, walkers)
while True:
    alive = clock < t
    active, clock = active[alive], clock[alive]
    if active.size == 0:
        break
    size = np.where(rng.random(active.size) < r2/(r1 + r2), 2, 1)
    place[active] += size * rng.choice([-1, 1], active.size)
    clock = clock + rng.exponential(1/total_rate, active.size)
pool = cumulants(place, np.full(walkers, 1/walkers))
sim1, sim2 = recover(pool[0], pool[1], t)
assert abs(sim1 - r1) < 4.5*e1/np.sqrt(walkers)
assert abs(sim2 - r2) < 4.5*e2/np.sqrt(walkers)
batches = place.reshape(n_batches, n_obs)
dev = batches - batches.mean(axis=1, keepdims=True)
b2, b4 = (dev**2).mean(axis=1), (dev**4).mean(axis=1)
batch_rates = recover(b2, b4 - 3*b2**2, t)
scatter2 = batch_rates[1].std(ddof=1)
# 500 batches of a heavy-tailed quantity fix the scatter to several per cent
assert abs(scatter2/se2 - 1) < 0.2

# Closed channel of 21 sites: all starting sites pooled, or centre only.
sites = 21
prop = expm(generator(sites, symmetric(r1, r2), closed=True) * t)
index = np.arange(sites)
shift = (index[:, None] - index[None, :]).astype(float)
pooled = cumulants(shift.ravel(), prop.ravel()/sites)
end1, end2 = recover(pooled[0], pooled[1], t)
middle = cumulants(shift[:, sites//2], prop[:, sites//2])
mid1, mid2 = recover(middle[0], middle[1], t)
assert pooled[0] < c2
assert abs(mid2/r2 - 1) < 1e-3 and abs(mid1/r1 - 1) < 1e-3

# Regime of a nickel adatom on W(211): rough spacing and barrier.
spacing_nm, barrier, temp = 0.27, 0.5, 190.0
kb = const.k / const.e
mass = 58.69 * const.atomic_mass
a = spacing_nm * 1e-9


def speedup(temperature):
    return np.exp(-barrier/kb * (1/temperature - 1/temp))


# Classical rate per direction over a cosine barrier, by quadrature.
beta = 1/(kb*temp)
well = a * quad(lambda s: np.exp(-beta*barrier*np.sin(np.pi*s)**2),
                -0.5, 0.5, points=[0.0], epsabs=1e-12)[0]
rate_tst = np.sqrt(const.k*temp/(2*np.pi*mass)) * np.exp(-beta*barrier)/well
freq = np.sqrt(barrier*const.e/(2*mass)) / a
assert abs(freq*np.exp(-beta*barrier)/rate_tst - 1) < 0.03
assert 0.1 < rate_tst/r1 < 10

# Tunnelling factor: thermal average of the parabolic-barrier transmission.
quantum = const.h * freq / const.e


def flux(energy):
    return beta*np.exp(-beta*energy)/(1 + np.exp(-4*np.pi**2*energy/quantum
                                                 / (2*np.pi) * 1.0 * 1.0))


# The exponent is 2 pi E/(hbar omega) = 2 pi E/(h freq).
def flux_parabolic(energy):
    return beta*np.exp(-beta*energy)/(1 + np.exp(-2*np.pi*energy/quantum))


tunnel = (quad(flux_parabolic, -0.1, 0.0, epsabs=1e-12)[0]
          + quad(flux_parabolic, 0.0, 0.8, epsabs=1e-12, limit=200)[0])
assert abs(flux(0.01)/flux_parabolic(0.01) - 1) < 1e-12
assert abs(tunnel - (1 + (beta*quantum)**2/24)) < 1e-3
flight = 2*a/np.sqrt(const.k*temp/mass)
residence = 1/total_rate
assert flight < 1e-9*residence

# Temperature scatter: half of the runs 1 K too hot, half 1 K too cold.
factors = np.array([speedup(temp - 1), speedup(temp + 1)])
mixed = sum(distribution(symmetric(r1*f, r2*f), t)[1] for f in factors)/2
hot1, hot2 = recover(*cumulants(x, mixed)[:2], t)
assert abs(hot2 - (r2*factors.mean() + factors.var()*c2**2/(8*t))) < 1e-7

# Heating from 130 K and cooling back, linear in time.
ramp_speed, cold, pieces = 20.0, 130.0, 40
dt = (temp - cold)/ramp_speed/pieces
base = generator(2*HALF + 1, symmetric(r1, r2))
heat = np.eye(2*HALF + 1)
cool = np.eye(2*HALF + 1)
for j in range(pieces):
    rise = cold + (j + 0.5)*(temp - cold)/pieces
    heat = expm(base*speedup(rise)*dt) @ heat
    cool = cool @ expm(base*speedup(rise)*dt)
start = np.zeros(2*HALF + 1)
start[HALF] = 1
full = cumulants(x, cool @ expm(base*t) @ heat @ start)
zero = cumulants(x, cool @ heat @ start)
ramp1, ramp2 = recover(full[0], full[1], t)
fix1, fix2 = recover(full[0] - zero[0], full[1] - zero[1], t)
assert np.allclose((fix1, fix2), (r1, r2), atol=1e-7)
assert ramp2 > r2 and ramp1 > r1

# Diffusion coefficient from the variance.
diff_nm = c2*spacing_nm**2/(2*t)
diff_cm = diff_nm*1e-14
assert abs(diff_nm/((r1 + 4*r2)*spacing_nm**2) - 1) < 1e-6

print(f"chosen r1, r2 per direction: {r1:.4f}, {r2:.4f} 1/s")
print(f"hold time: {t:.1f} s; temperature: {temp:.0f} K")
print(f"rough spacing: {spacing_nm:.2f} nm; rough barrier: {barrier:.2f} eV")
print(f"classical rate per direction, cosine channel: {rate_tst:.3f} 1/s")
for n in range(8):
    print(f"probability of x = +{n} (same for -{n}): {p[HALF + n]:.8f}")
print(f"c2: {c2:.4f} sites^2")
print(f"raw fourth moment: {raw4:.4f} sites^4")
print(f"c4: {c4:.4f} sites^4")
print(f"recovered r1: {got1:.5f} 1/s")
print(f"recovered r2: {got2:.5f} 1/s")
print(f"shift of r2 with wider site window: {window_shift:.1e} 1/s")
print(f"false r2 from raw fourth moment: {wrong2:.5f} 1/s")
print(f"diffusion coefficient: {diff_nm:.5f} nm2/s = {diff_cm:.3e} cm2/s")
print(f"drift test, recovered r1, r2: {drift_got[0]:.4f}, {drift_got[1]:.4f} 1/s")
print(f"simulated walkers: {walkers}")
print(f"simulation r1, r2: {sim1:.5f}, {sim2:.5f} 1/s")
print(f"standard error of simulation r2: {e2/np.sqrt(walkers):.5f} 1/s")
print(f"observations in one experiment: {n_obs}")
print(f"predicted standard error of r1: {se1:.5f} 1/s")
print(f"predicted standard error of r2: {se2:.5f} 1/s")
print(f"scatter of r2 over {n_batches} simulated experiments: {scatter2:.5f} 1/s")
print(f"histogram bound on error of r2: {e2_hist/np.sqrt(n_obs):.5f} 1/s")
print(f"observations for 10% error of r2, cumulants: {(e2/(0.1*r2))**2:.3g}")
print(f"observations for 10% error of r2, histogram: {(e2_hist/(0.1*r2))**2:.3g}")
print(f"best hold time for r2 from cumulants: {best.x:.2f} s")
print(f"error of r2 at best hold time: {best.fun/np.sqrt(n_obs):.5f} 1/s")
print(f"assumed triple-jump rate r3: {r3:.5f} 1/s")
print(f"with triples, apparent r1, r2: {tri1:.5f}, {tri2:.5f} 1/s")
print(f"r3 recovered with sixth cumulant: {tri3:.5f} 1/s")
print(f"{sites} closed sites, all starts, r1, r2: {end1:.5f}, {end2:.5f} 1/s")
print(f"{sites} closed sites, centre start, r1, r2: {mid1:.5f}, {mid2:.5f} 1/s")
print(f"rate factors at -1 K and +1 K: {factors[0]:.4f}, {factors[1]:.4f}")
print(f"with 1 K scatter, apparent r1, r2: {hot1:.5f}, {hot2:.5f} 1/s")
print(f"ramp speed: {ramp_speed:.0f} K/s, from and to {cold:.0f} K")
print(f"zero-hold run c2, c4: {zero[0]:.4f} sites^2, {zero[1]:.4f} sites^4")
print(f"full run c2, c4: {full[0]:.4f} sites^2, {full[1]:.4f} sites^4")
print(f"ramps ignored, apparent r1, r2: {ramp1:.5f}, {ramp2:.5f} 1/s")
print(f"ramps subtracted, r1, r2: {fix1:.5f}, {fix2:.5f} 1/s")
print(f"tunnelling factor on the rate: {tunnel:.4f}")
print(f"thermal flight time over two sites: {flight*1e12:.2f} ps")
print(f"mean residence time: {residence:.2f} s")
print("every check passed")
```

Printed output:

```
chosen r1, r2 per direction: 0.1000, 0.0050 1/s
hold time: 5.0 s; temperature: 190 K
rough spacing: 0.27 nm; rough barrier: 0.50 eV
classical rate per direction, cosine channel: 0.129 1/s
probability of x = +0 (same for -0): 0.44569769
probability of x = +1 (same for -1): 0.20303639
probability of x = +2 (same for -2): 0.05865130
probability of x = +3 (same for -3): 0.01277244
probability of x = +4 (same for -4): 0.00228517
probability of x = +5 (same for -5): 0.00035140
probability of x = +6 (same for -6): 0.00004783
probability of x = +7 (same for -7): 0.00000588
c2: 1.2000 sites^2
raw fourth moment: 6.1200 sites^4
c4: 1.8000 sites^4
recovered r1: 0.10000 1/s
recovered r2: 0.00500 1/s
shift of r2 with wider site window: 8.7e-18 1/s
false r2 from raw fourth moment: 0.04100 1/s
diffusion coefficient: 0.00875 nm2/s = 8.748e-17 cm2/s
drift test, recovered r1, r2: 0.1000, 0.0050 1/s
simulated walkers: 1000000
simulation r1, r2: 0.10019, 0.00494 1/s
standard error of simulation r2: 0.00017 1/s
observations in one experiment: 2000
predicted standard error of r1: 0.01382 1/s
predicted standard error of r2: 0.00374 1/s
scatter of r2 over 500 simulated experiments: 0.00379 1/s
histogram bound on error of r2: 0.00196 1/s
observations for 10% error of r2, cumulants: 1.12e+05
observations for 10% error of r2, histogram: 3.08e+04
best hold time for r2 from cumulants: 0.94 s
error of r2 at best hold time: 0.00285 1/s
assumed triple-jump rate r3: 0.00025 1/s
with triples, apparent r1, r2: 0.09625, 0.00650 1/s
r3 recovered with sixth cumulant: 0.00025 1/s
21 closed sites, all starts, r1, r2: 0.09213, 0.00466 1/s
21 closed sites, centre start, r1, r2: 0.10000, 0.00500 1/s
rate factors at -1 K and +1 K: 0.8508, 1.1734
with 1 K scatter, apparent r1, r2: 0.09746, 0.00600 1/s
ramp speed: 20 K/s, from and to 130 K
zero-hold run c2, c4: 0.1400 sites^2, 0.2100 sites^4
full run c2, c4: 1.3400 sites^2, 2.0100 sites^4
ramps ignored, apparent r1, r2: 0.11167, 0.00558 1/s
ramps subtracted, r1, r2: 0.10000, 0.00500 1/s
tunnelling factor on the rate: 1.0151
thermal flight time over two sites: 3.29 ps
mean residence time: 4.76 s
every check passed
```
